# Ground-level shift from a width fluctuation in a GaAs well: verification in Python

```python
"""
Result under test: for an electron in an infinitely deep well of width L,
E1 = hbar^2 pi^2 / (2 m L^2), and a small width change d shifts E1 by about
2 E1 d / L (up for narrowing, down for widening). For m = 0.067 m_e,
L = 10 nm, d = 0.283 nm this estimate is about 3.2 meV.
A finite barrier V0 with equal masses gives the slope -2E/(L + 2/kappa),
where 1/kappa is the decay length of the wave function in the barrier.
Energies are in meV and lengths in nm. Independent energies come from
diagonalizing the Hamiltonian on a grid whose spacing is the same for all L.
"""
import numpy as np
from scipy.constants import hbar, m_e, e
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

mass_ratio = 0.067
width = 10.0
change = 0.283
barrier = 250.0
spacing = 0.001
kinetic = hbar**2 / (2 * mass_ratio * m_e) / e * 1e18 * 1e3  # meV nm^2


def grid_energy(L, V0=None):
    """Lowest eigenvalue; V0=None means hard walls at the well edges."""
    pad = 0 if V0 is None else round(15.0 / spacing)
    cells = round(L / spacing)
    index = np.arange(1, cells + 2 * pad)
    potential = np.zeros(index.size)
    if V0 is not None:
        potential[(index < pad) | (index > pad + cells)] = V0
        potential[(index == pad) | (index == pad + cells)] = V0 / 2
    hop = kinetic / spacing**2
    return eigh_tridiagonal(2 * hop + potential,
                            np.full(index.size - 1, -hop),
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


def infinite_energy(L):
    return kinetic * np.pi**2 / L**2


def finite_energy(L, V0):
    """Root of k tan(kL/2) = kappa, written without the pole of tan."""
    def condition(E):
        k = np.sqrt(E / kinetic)
        kappa = np.sqrt((V0 - E) / kinetic)
        return k * np.sin(k * L / 2) - kappa * np.cos(k * L / 2)
    return brentq(condition, 1e-9, min(V0, infinite_energy(L)), xtol=1e-11)


# Derived formulas, infinite well
E1 = infinite_energy(width)
x = change / width
slope = -2 * E1 / width
linear = 2 * E1 * x
second = 3 * E1 * x**2
rise = infinite_energy(width - change) - E1
drop = E1 - infinite_energy(width + change)

# Independent grid energies, infinite well
g0 = grid_energy(width)
g_rise = grid_energy(width - change) - g0
g_drop = g0 - grid_energy(width + change)
step = 0.01
g_slope = (grid_energy(width + step) - grid_energy(width - step)) / (2 * step)

assert abs(g0 - E1) < 1e-4
assert abs(g_rise - rise) < 1e-4
assert abs(g_drop - drop) < 1e-4
assert abs(g_slope / slope - 1) < 1e-3
# what remains after second order must be of third order in x
assert abs(g_rise - linear - second) < 5 * E1 * x**3
assert abs(g_drop - linear + second) < 5 * E1 * x**3
# the stated estimate, and its place between the two full shifts
assert round(linear, 1) == 3.2
assert g_drop < linear < g_rise

# Finite barrier: derived formulas against the grid
F1 = finite_energy(width, barrier)
decay = np.sqrt(kinetic / (barrier - F1))
f_slope = -2 * F1 / (width + 2 * decay)
f_linear = -f_slope * change
f_rise = finite_energy(width - change, barrier) - F1
f_drop = F1 - finite_energy(width + change, barrier)

h0 = grid_energy(width, barrier)
h_rise = grid_energy(width - change, barrier) - h0
h_drop = h0 - grid_energy(width + change, barrier)
h_slope = (grid_energy(width + step, barrier)
           - grid_energy(width - step, barrier)) / (2 * step)
assert abs(h0 - F1) < 1e-3
assert abs(h_rise - f_rise) < 1e-3
assert abs(h_drop - f_drop) < 1e-3
assert abs(h_slope / f_slope - 1) < 1e-3
assert h0 < g0 and h_rise < g_rise and h_drop < g_drop

print(f"Effective mass / electron mass: {mass_ratio:.3f}")
print(f"Well width L: {width:.3f} nm")
print(f"Width change d: {change:.3f} nm")
print(f"Relative change d/L: {x:.4f}")
print(f"hbar^2/(2m): {kinetic:.2f} meV nm^2")
print("Infinite well")
print(f"  Ground level E1, formula: {E1:.3f} meV")
print(f"  Ground level E1, grid: {g0:.3f} meV")
print(f"  Slope dE1/dL, formula: {slope:.3f} meV/nm")
print(f"  Slope dE1/dL, grid: {g_slope:.3f} meV/nm")
print(f"  Linear shift 2 E1 d/L: {linear:.3f} meV")
print(f"  Linear shift 2 E1 d/L: {linear * 1e-3 * e:.3e} J")
print(f"  Second-order correction 3 E1 (d/L)^2: {second:.3f} meV")
print(f"  Level at L - d: {infinite_energy(width - change):.3f} meV")
print(f"  Level at L + d: {infinite_energy(width + change):.3f} meV")
print(f"  Full rise on narrowing, formula: {rise:.3f} meV")
print(f"  Full rise on narrowing, grid: {g_rise:.3f} meV")
print(f"  Full drop on widening, formula: {drop:.3f} meV")
print(f"  Full drop on widening, grid: {g_drop:.3f} meV")
print(f"  Linear / full rise: {linear / rise:.3f}")
print(f"  Linear / full drop: {linear / drop:.3f}")
print("Finite barrier, equal masses")
print(f"  Barrier height V0: {barrier:.0f} meV")
print(f"  Ground level, formula: {F1:.3f} meV")
print(f"  Ground level, grid: {h0:.3f} meV")
print(f"  Decay length 1/kappa: {decay:.3f} nm")
print(f"  Length L + 2/kappa: {width + 2 * decay:.3f} nm")
print(f"  Slope dE/dL, formula: {f_slope:.3f} meV/nm")
print(f"  Slope dE/dL, grid: {h_slope:.3f} meV/nm")
print(f"  Linear shift: {f_linear:.3f} meV")
print(f"  Full rise on narrowing: {f_rise:.3f} meV")
print(f"  Full drop on widening: {f_drop:.3f} meV")
print(f"  Linear shift, infinite / finite: {linear / f_linear:.2f}")
print("OK")
```

It prints:

```
Effective mass / electron mass: 0.067
Well width L: 10.000 nm
Width change d: 0.283 nm
Relative change d/L: 0.0283
hbar^2/(2m): 568.65 meV nm^2
Infinite well
  Ground level E1, formula: 56.124 meV
  Ground level E1, grid: 56.124 meV
  Slope dE1/dL, formula: -11.225 meV/nm
  Slope dE1/dL, grid: -11.225 meV/nm
  Linear shift 2 E1 d/L: 3.177 meV
  Linear shift 2 E1 d/L: 5.089e-22 J
  Second-order correction 3 E1 (d/L)^2: 0.135 meV
  Level at L - d: 59.441 meV
  Level at L + d: 53.077 meV
  Full rise on narrowing, formula: 3.317 meV
  Full rise on narrowing, grid: 3.317 meV
  Full drop on widening, formula: 3.047 meV
  Full drop on widening, grid: 3.047 meV
  Linear / full rise: 0.958
  Linear / full drop: 1.043
Finite barrier, equal masses
  Barrier height V0: 250 meV
  Ground level, formula: 32.772 meV
  Ground level, grid: 32.772 meV
  Decay length 1/kappa: 1.618 nm
  Length L + 2/kappa: 13.236 nm
  Slope dE/dL, formula: -4.952 meV/nm
  Slope dE/dL, grid: -4.952 meV/nm
  Linear shift: 1.401 meV
  Full rise on narrowing: 1.447 meV
  Full drop on widening: 1.358 meV
  Linear shift, infinite / finite: 2.27
OK
```
